Avalanche Breakdown Width in a Uniform Field with Unequal Ionisation Coefficients, part 2

A region 0 < x < W carries a uniform electric field F. Electrons drift towards +x and create on average α pairs per unit path; holes drift towards −x and create β. We write δ = α − β. Lengths are in µm and fields in MV/cm. New carriers ionise in turn, and we seek the width W_B at which the mean family of one pair becomes infinite. The model is local: a carrier's chance to ionise does not depend on its past.

The mean family size M(x) of a pair born at x, itself included, obeys the counting equation

M(x) = 1 + α ∫ₓ^W M(y) dy + β ∫₀ˣ M(y) dy.  (1)

It is finite if and only if W < W_B, where

W_B = ln(α/β)/(α − β),  (5)

which has the dimensional form W_B = (1/α) f(r), with r = β/α. Then M(x) = M_n e^(−δx). The gains for electrons injected at x = 0 and holes injected at x = W are

M_n = δ/[α e^(−δW) − β],  M_p = M_n e^(−δW).  (4)

For β = 0, M_n = e^(αW). For small Δ = W_B − W,

M_n ≈ [1/(βΔ)](1 − δΔ/2),  M_p ≈ [1/(αΔ)](1 + δΔ/2).

The operator K turns the mean size of one generation into that of the next:

(Kg)(x) = α ∫ₓ^W g(y) dy + β ∫₀ˣ g(y) dy.

For φ(x) = e^(−κx) with κ = ln(α/β)/W, Kφ = λφ, with the growth factor per generation

λ = δ/κ = δW/ln(α/β) = W/W_B.  (6)

At W = W_B, κ = δ and a current density J can flow without injection. The birth places of its pairs have the probability density ρ and mean x̄:

ρ(x) = β e^(δx),  x̄ = (αW_B − 1)/δ.

## 11. A silicon p-i-n diode at 0.30 MV/cm

In a p-i-n diode the lightly doped middle layer carries a nearly uniform field. For silicon we take the usual form A exp(−b/F) for both coefficients, with parameters chosen for this example, which match real silicon only roughly: A = 70 per µm and b = 1.23 MV/cm for electrons, A = 160 per µm and b = 2.00 MV/cm for holes. At F = 0.30 MV/cm:

α = 70 exp(−4.10) = 1.160 per µm
β = 160 exp(−6.667) = 0.2036 per µm

The difference is δ = 0.9565 per µm and the ratio is 5.697, with logarithm 1.740. Hence

W_B = 1.740/0.9565 = 1.819 µm.

A field of 0.30 MV/cm is 30 V/µm, so the voltage across this width is 30 × 1.819 = 54.6 V. The later digits serve to follow the arithmetic; the rough coefficients justify no more than a width of roughly one to three micrometres and a voltage of some tens of volts.

At this width αW_B = 2.110 and βW_B = 0.370. The mean birth place is x̄ = (2.110 − 1)/0.9565 = 1.16 µm, which is 64% of the way across. An average pair there creates 0.76 pairs through its electron and 0.24 through its hole.

At fixed field the gains for narrower regions are:

- W/W_B = 0.5: M_n = 3.39, M_p = 1.42
- W/W_B = 0.9: M_n = 24.7, M_p = 5.16
- W/W_B = 0.99: M_n = 268, M_p = 47.8

At 0.99 W_B the leading laws 1/(βΔ) and 1/(αΔ) give 270 and 47.4. They miss by about 0.9% in opposite directions, as the correction δΔ/2 = 0.0087 requires.

The gains were also tested by following single carriers through random free flights at W = 0.5 W_B. For pairs started at x = 0, 0.303 and 0.910 µm the mean family sizes were 3.392 ± 0.011, 2.535 ± 0.008 and 1.424 ± 0.005 (standard errors). The formula gives 3.387, 2.534 and 1.419.

**Sensitivity to the field.** From α = A exp(−b/F) it follows that d ln α/d ln F = b/F, which is 4.10 for electrons and 6.67 for holes. Differentiating ln W_B = ln[ln(α/β)] − ln(α − β) gives

d ln W_B/d ln F = (4.10 − 6.67)/1.740 − (1.160 × 4.10 − 0.2036 × 6.67)/0.9565 ≈ −5.0.

A field 1% higher thus lowers W_B by about 5%; the full calculation gives 4.86%. Conversely, a small relative error in W_B corresponds, at fixed width, to an error in the breakdown field about five times smaller.

## 12. Dead space

Suppose a carrier must gain about 1.7 eV, a rough value, before it can ionise. If it loses no energy on the way, a field of 30 V/µm supplies this over a dead length of 1.7/30 = 0.057 µm, needed both after its creation and after each of its ionisations. Collisions with the lattice take energy from the carrier and make the dead length longer, which raises the shift found below. To isolate the effect of memory, keep the long-run number of ionisations per unit path at α and β. The threshold width at the same field then rises from 1.819 to 1.952 µm, or by 7.3%. The size of this shift depends on what α and β are taken to mean. Keeping the long-run rate fixed sets 1/α = ℓ + d, where d is the dead length and ℓ the mean free path that follows it. Coefficients fitted to measured gains with the local model already contain part of the dead-space effect: where one carrier dominates, they correspond to first order in d to 1/α = ℓ + 2d. With that reading for both carriers the shift is only 2.7%, so 7.3% is not a lower estimate for a real diode.

The direction is plausible. A carrier that has just been created starts with a dead length, so it creates fewer pairs on a short path than the long-run rate suggests. At fixed width, the sensitivity above turns 7.3% into a breakdown field higher by about 1.5%.

The correction is modest here: the region is 32 dead lengths wide, and the dead length is only about 7% of 1/α, the mean distance between ionisations by an electron. If one carrier ionises much more weakly than the other, the correction is larger for the same number of dead lengths. In a region only a few dead lengths wide, the local model loses its basis.

## 13. Field tilt from background doping

A doping of 10¹⁵ per cm³ in the middle layer makes the field change by 0.028 MV/cm across W_B, which is 9% of its mean. With the mean field held at 0.30 MV/cm, the threshold width becomes 1.844 µm (+1.4%) if the field rises along x, and 1.777 µm (−2.3%) if it falls. The sign depends on the direction, and a first-order calculation shows why.

Let the field change by a small ΔF(y) with zero mean, so that the coefficients change by Δα = αb_nΔF/F² and Δβ = βb_pΔF/F², where b_n and b_p are the values of b for electrons and holes. At threshold the density ρ reproduces itself under the creation of a new generation:

α ∫₀^y ρ dx + β ∫_y^W ρ dx = (αβ/δ)(e^(δy) − 1) + (β/δ)(α − β e^(δy)) = β e^(δy) = ρ(y).

Now change K and φ slightly in Kφ = λφ, multiply by ρ and integrate over x. Because ρ reproduces itself, the terms with the change of φ cancel. What remains is

Δλ ∫ρφ dx = ∫φ(y)[Δα(y) ∫₀^y ρ dx + Δβ(y) ∫_y^W ρ dx] dy.

With φ = e^(−δy), the integral on the left is βW. The right side is

[β/(δF²)] ∫ΔF [αb_n(1 − e^(−δy)) + b_p(α e^(−δy) − β)] dy.

The constant terms in the bracket drop out because ΔF has zero mean, and we are left with

Δλ = [α(b_p − b_n)/(δF²W)] ∫₀^W ΔF(y) e^(−δy) dy.

For a field rising along x the integral is negative, since the exponential favours small y, where ΔF < 0. With b_p > b_n the growth factor falls, and a wider region is needed. To first order the tilt therefore matters only because the two coefficients respond differently to the field.

For the size, write ΔF = F_t(y/W − ½) with F_t = 0.0281 MV/cm, and let a = δW_B = 1.740. The integral divided by F_tW is

[1 − (1 + a)e^(−a)]/a² − (1 − e^(−a))/(2a) = 0.1714 − 0.2369 = −0.0655.

Hence Δλ = 1.213 × (0.77 × 0.0281/0.09) × (−0.0655) = −0.019. Since λ is proportional to W, the width must change by +1.9%, and by −1.9% for the opposite tilt. Half the difference of the two computed shifts is also 1.9%. Their average, −0.5%, is the part that does not change sign with the tilt; it is of second order.

## 14. Current, space charge and heat

Let the avalanche carry 50 A/cm² at a drift velocity of 10⁷ cm/s. The net charge density is at most J/v, reached if one kind of carrier bore the whole current. It changes the field across the region by at most JW_B/(εv) = 0.0009 MV/cm, where ε is the permittivity of silicon. This bound is 0.3% of the field.

Heat matters more. The power per area is 50 × 54.6 ≈ 2730 W/cm². Let all of it flow straight through a wafer 300 µm thick with a thermal conductivity of 1.5 W/(cm K). The temperature rise is

2730 × 0.03/1.5 ≈ 55 K.

It equals the voltage in number because 50 × 0.03/1.5 happens to be 1. The conductivity is held constant here; that of silicon falls as it warms, roughly as T^(−1.3), which would raise the result to about 62 K for a back face at 300 K. One-dimensional flow suits a heated area much wider than the wafer is thick; under a small device the heat also spreads sideways, and the rise is smaller.

A hotter lattice scatters carriers more, and they ionise less. Describe this by letting both b values rise by 0.07% per kelvin, again a rough figure. They then rise by 0.07 × 54.6 = 3.8%. The consequence depends on what is held fixed:

- At the same field, W_B grows to 2.20 µm, or by 21%.
- At the same width, the breakdown field rises to 0.311 MV/cm, or by 3.8%.

The second number equals the rise of b because the coefficients depend on the field through b/F alone: if b and F grow by the same factor, α, β and W_B are unchanged. The breakdown voltage of the fixed layer rises from 54.6 to 56.7 V. The size of this rise rests on the assumed 0.07% per kelvin and on prefactors A that do not change with temperature; for real silicon it is uncertain by a factor of about two. In this model a heated part of a diode therefore needs a higher voltage to stay at breakdown than a cool part of the same width.

## 15. Tunnelling

Band-to-band tunnelling creates pairs without any ionising carrier. With the form A F^(5/2) exp(−B/F) and rough silicon parameters, A = 4 × 10¹⁴ cm^(−1/2) V^(−5/2) s⁻¹ and B = 19 MV/cm, the exponent at 0.30 MV/cm is −63. The rate is of order 10 pairs per cm³ and second, and the current from the whole width is of order 10⁻²² A/cm². Both are orders of magnitude only, because the exponent magnifies any error in B.

Such pairs are seeds. Each starts a family of mean size M(x), so they add to the current below breakdown. They do not enter K, and within the linear model they leave W_B where it is.

## 16. The model beside a real diode

Silicon diodes with a depleted layer one to two micrometres wide do break down at fields of roughly 0.3 MV/cm and at some tens of volts, and in silicon electrons ionise more readily than holes. The example lies in that regime. Its doping of 10¹⁵ per cm³ is high for a layer meant to be intrinsic; to first order the tilt effect shrinks in proportion to the doping. The current of 50 A/cm² is a chosen load.

The least certain inputs are the ionisation coefficients. If both were 20% lower at the same field, W_B would be 1/0.8 = 1.25 times as large, by the dimensional argument of Section 1. At fixed width that is a shift of the breakdown field by roughly 5%. This exceeds the effects of dead space and doping tilt found above, and is comparable with that of a 55 K temperature rise. The 20% is only an illustration: published coefficient sets for silicon differ by more, giving threshold widths from roughly 1.3 to 3 µm at 0.30 MV/cm and, at fixed width, breakdown fields that differ from the one used here by up to about 8%.

Real junctions can also depart from the model through their field profile. In an abrupt p-n junction without a middle layer the field falls from a peak to zero, and no single pair α, β describes it. The small-tilt estimate of Section 13 does not extend to that case; the counting equation does, with α and β inside the integrals as functions of y.

As a design rule, W_B = ln(α/β)/(α − β) thus holds for a layer with a nearly uniform field, many dead lengths wide, with coefficients taken at the temperature of operation. The numerical output that follows lists the values used here.

Values computed for the example and the checks

```
field: 0.30 MV/cm
electron A, b: 70 1/um, 1.23 MV/cm
hole A, b: 160 1/um, 2.00 MV/cm
alpha: 1.1601 1/um
beta: 0.2036 1/um
alpha - beta: 0.9565 1/um
alpha/beta: 5.697; its logarithm: 1.7400
breakdown width W_B: 1.8192 um = 1819 nm
breakdown voltage: 54.6 V
alpha W_B: 2.110; beta W_B: 0.370
W/W_B = 0.5: M_n = 3.387, M_p = 1.419
W/W_B = 0.9: M_n = 24.715, M_p = 5.163
W/W_B = 0.99: M_n = 267.618, M_p = 47.798
0.99 W_B, operator: M_n = 267.69, M_p = 47.81
0.99 W_B, leading law: M_n = 269.96, M_p = 47.38
1.2 W_B, stationary formula (not a gain): -15.983
0.5 W_B, start 0.000 um: flights 3.392 +- 0.011, formula 3.387
0.5 W_B, start 0.303 um: flights 2.535 +- 0.008, formula 2.534
0.5 W_B, start 0.910 um: flights 1.424 +- 0.005, formula 1.419
W/W_B = 0.5: growth per generation 0.50000
W/W_B = 1.0: growth per generation 1.00000
W/W_B = 1.5: growth per generation 1.50000
equal coefficients, 1/alpha: 0.8620 um
beta = 0, width W_B: gain 8.252
W_B at 1% higher field: 1.7308 um (-4.86%)
threshold energy: 1.7 eV; dead length: 0.0567 um
W_B with dead space: 1.9517 um (+7.28%)
background doping: 1e+15 1/cm3
field change across W_B from doping: 0.0281 MV/cm
W_B, field rising along x: 1.8440 um (+1.37%)
W_B, field falling along x: 1.7767 um (-2.34%)
avalanche current density: 50 A/cm2
drift velocity: 1e+07 cm/s
space-charge field, upper bound: 0.00088 MV/cm (0.29% of field)
heat flux: 2729 W/cm2
wafer: 300 um, conductivity 1.5 W/(cm K)
temperature rise, one-dimensional flow: 54.6 K
relative rise of both b: 0.07 % per K
W_B when heated, same field: 2.2037 um (+21.1%)
breakdown field when heated, same width: 0.3115 MV/cm (+3.82%)
tunnelling A: 4e+14 cm^-1/2 V^-5/2 s^-1; B: 19 MV/cm
tunnelling pair rate: 6.2e+00 1/(cm3 s)
tunnelling seed current: 1.8e-22 A/cm2
```
